# Schottky-Barrier Pinning by Metal-Induced Gap States Across a Dipole Gap, part 2

A metal of work function \(\Phi_M\) touches an n-type semiconductor of electron affinity \(\chi\). Metal-induced gap states (MIGS) are modelled as a sheet of constant density \(D\) per area and energy, a distance \(\delta\) from the metal across a charge-free gap of permittivity \(\varepsilon_i\). We ask how interface charge changes the barrier and current, and how far the sheet model holds.

Here \(z\) runs from metal to semiconductor and \(e>0\). Electron energies are in joules, but in eV in the example. The barrier \(\varphi_B=E_c(\delta)-E_F\) is the conduction edge at the sheet above the metal's Fermi level, without image lowering. The MIGS are filled to that level; their neutrality level lies \(\varphi_0\) below \(E_c\) and moves with it. By (a), with \(\mu=\varphi_0-\varphi_B\), their charge per area is

\[
\sigma_s=-eD\mu=eD(\varphi_B-\varphi_0). \tag{1}
\]

The sheet plane may also hold fixed charge \(\sigma_f\). The semiconductor has permittivity \(\varepsilon_s\), ionized-donor density \(N\), bulk \(E_c-E_F=\xi\), reverse bias \(V_R\), and band bending \(\psi(z)\), equal to \(\psi_s\) at the sheet. For \(\psi_s\gg kT\), its depletion charge is

\[
\sigma_d=\sqrt{2\varepsilon_sN\,(\varphi_B-\varphi_*)},
\qquad
\varphi_*=\xi+kT-eV_R . \tag{5}
\]

Define

\[
C_i=\frac{\varepsilon_i}{\delta},\qquad
C_q=e^2D,\qquad
C_d=\frac{\varepsilon_s}{W},\qquad
W=\frac{\sigma_d}{eN},
\]

\[
S=\frac1{1+a},\qquad a=\frac{e^2D\delta}{\varepsilon_i}=\frac{C_q}{C_i},
\]

\[
A=S(\Phi_M-\chi)+(1-S)\varphi_0-\frac{Se\delta\sigma_f}{\varepsilon_i},
\qquad
b=\frac{Se\delta}{\varepsilon_i}\sqrt{2\varepsilon_sN}.
\]

The barrier and its small changes are

\[
r=-\frac b2+\sqrt{\frac{b^2}{4}+A-\varphi_*},
\qquad
\varphi_B=\varphi_*+r^2 . \tag{6}
\]

\[
d\varphi_B=
\frac{C_i\,d\Phi_M-eC_d\,dV_R-e\,d\sigma_f}{C_i+C_q+C_d}. \tag{7}
\]

The example is platinum on niobium-doped SrTiO₃ at 300 K, with rough values: \(\Phi_M=5.6\) eV, \(\chi=4.0\) eV, band gap 3.2 eV, \(\varphi_0=0.7\) eV, \(D=2\times10^{14}\) eV⁻¹cm⁻², \(\delta=0.30\) nm, \(\varepsilon_i=4\varepsilon_0\), \(\varepsilon_s=300\varepsilon_0\), \(N=10^{18}\) cm⁻³, \(\xi=0.137\) eV, and band masses \(1,1,7\) in electron masses. Then \(C_i=11.81\), \(C_q=32.04\) and \(C_d=1.72\) µF/cm², \(a=2.7143\), \(S=0.2692\), and \(b=0.0665\) V¹ᐟ². At zero bias without fixed charge, \(\varphi_*=0.163\) eV, \(A=0.942\) eV, \(\varphi_B=0.886\) eV, \(\sigma_s=5.95\) and \(\sigma_d=2.48\) µC/cm².

### (g) Place \(2\times10^{13}\) cm⁻² doubly ionized oxygen vacancies in the MIGS plane. How far does the barrier move, and what happens to the thermionic current?

**Solution.** Each vacancy carries \(+2e\), so \(\sigma_f=6.41\) µC/cm². The platinum-like metal, \(D\), and the doping are held fixed. Acting alone across the gap, this charge would lower the barrier by \(6.409/11.81=0.543\) eV. In \(A\) it enters multiplied by \(S\):

\[
A=0.9423-0.2692(0.5429)=0.796\ \text{eV}.
\]

Equation (6) now gives \(r=0.763\) V¹ᐟ² and

\[
\varphi_B=0.745\ \text{eV},\qquad
\Delta\varphi_B=-0.140\ \text{eV}.
\]

The charge balance shows where the rest of the dipole went. The MIGS charge falls from 5.95 to \(32.04(0.0454)=1.45\) µC/cm², and the depletion charge from 2.48 to 2.23 µC/cm². Of the 6.41 µC/cm² added, only 1.66 µC/cm² remains as a net change. The MIGS have compensated about 70% of the vacancy charge by taking up electrons from the metal.

For thermionic emission, electrons must arrive with a normal energy \(E\) above \(\varphi_B\). Integrating the Fermi function over the two transverse momenta gives a supply proportional to \(\ln(1+e^{-E/kT})\), with \(E\) measured from \(E_F\). Far above the Fermi level the logarithm is \(e^{-E/kT}\), so

\[
J\propto\int_{\varphi_B}^{\infty}e^{-E/kT}dE
=kT\,e^{-\varphi_B/kT}.
\]

At equal temperature and with equal transmission above the barrier,

\[
\frac{J_{\rm vac}}{J_0}=e^{-\Delta\varphi_B/kT}
=e^{0.1404/0.02585}\approx 230 .
\]

Moving the vacancies in and out would thus switch the barrier-limited current by a little over two orders of magnitude in this model. A series resistance would reduce the ratio. The model says nothing about how fast the vacancies move or whether they stay.

### (h) MIGS are a decaying tail, not a sheet. Spread the same states over an exponential tail of mean depth \(\delta\) and find the new pinning factor.

**Solution.** Let the tail begin at the metal surface, with density \((D/\delta)e^{-z/\delta}\) per volume and energy. Its integral over \(z\) is \(D\) and its mean depth is \(\delta\). Take the permittivity to be \(\varepsilon_i\) throughout the tail, and let the neutrality level of each layer follow the local band edge. Depletion charge and vacancies are left out at first.

With \(u(z)=E_c(z)-E_F\), the argument of (a) applied to each layer gives

\[
\rho(z)=\frac{eD}{\delta}e^{-z/\delta}\,[u(z)-\varphi_0].
\]

Poisson's equation for the electron energy is \(\varepsilon_iu''=e\rho\). Set \(y=u-\varphi_0\) and \(x=z/\delta\), so that two derivatives in \(z\) give a factor \(1/\delta^2\):

\[
\frac{\varepsilon_i}{\delta^2}\frac{d^2y}{dx^2}
=\frac{e^2D}{\delta}e^{-x}y
\quad\Longrightarrow\quad
\frac{d^2y}{dx^2}=a\,e^{-x}y . \tag{8}
\]

At the metal, \(y(0)=\Phi_M-\chi-\varphi_0\). Beyond the tail there is no charge and no field, so \(y'(\infty)=0\). The barrier is \(\varphi_0+y(\infty)\).

Substitute \(w=2\sqrt a\,e^{-x/2}\), for which \(dw/dx=-w/2\). Then

\[
\frac{d^2y}{dx^2}
=\frac w2\frac{d}{dw}\left(\frac w2\frac{dy}{dw}\right)
=\frac14\left(w^2\frac{d^2y}{dw^2}+w\frac{dy}{dw}\right),
\]

while \(ae^{-x}=w^2/4\). Equation (8) becomes the modified Bessel equation of order zero,

\[
w^2\frac{d^2y}{dw^2}+w\frac{dy}{dw}-w^2y=0 .
\]

Its solutions are \(I_0(w)\) and \(K_0(w)\). As \(x\to\infty\), \(w\to0\) and \(K_0\) grows like \(-\ln w\), that is, linearly in \(x\). That would leave a field beyond the tail, so only \(I_0\) remains. Since \(I_0(0)=1\),

\[
S_{\rm tail}=\frac{y(\infty)}{y(0)}=\frac1{I_0(2\sqrt a)},
\qquad
I_0(2\sqrt a)=\sum_{n=0}^{\infty}\frac{a^n}{(n!)^2}
=1+a+\frac{a^2}{4}+\cdots \tag{9}
\]

The sheet formula keeps the first two terms of this series. It is therefore correct to first order in \(a\), and for any \(a>0\) it gives weaker pinning than this tail.

The reason can be seen without Bessel functions. Multiply (8) by \(x\) and integrate by parts; the term \(xy'\) vanishes at both ends:

\[
y(0)-y(\infty)=a\int_0^\infty x e^{-x}y(x)\,dx .
\]

Take \(y(0)>0\). Then \(y\) falls toward \(y(\infty)\), so it is larger than \(y(\infty)\) inside the tail. Because \(\int_0^\infty xe^{-x}dx=1\), the right side exceeds \(ay(\infty)\). A sheet would give just \(ay(\infty)\). States in the tail thus respond to a larger departure from neutrality than a sheet that sees only the final barrier.

For \(a=2.7143\) the series sums to 6.22, and \(S_{\rm tail}=0.161\) instead of 0.269. Without depletion charge the barrier is \(0.7+0.161(0.9)=0.845\) eV, about 0.10 eV below the sheet result of 0.942 eV.

The vacancy response changes too. With the vacancies at \(x=1\), their charge adds a jump of \(e\delta\sigma_f/\varepsilon_i\) to \(dy/dx\) there, and \(y(0)=0\) isolates their effect. A finite-difference solution gives a shift of \(-0.114\) eV, against \(-0.146\) eV for the sheet, both without depletion charge. The corresponding current ratios are about 80 and 290. The shape of the tail therefore matters by more than a factor of three in the switching ratio.

This comparison holds \(D\) and the mean depth fixed. If \(D\) were instead fitted in each model to the same measured slope, the two models would agree on that slope but with different densities. They would still differ in the vacancy response, so such a fit does not remove the dependence on the assumed shape.

### (i) How large are the other neglected effects?

**Solution.** **Image lowering.** An electron at distance \(z\) is attracted by its image in the metal, and the field \(F=\sigma_d/\varepsilon_s\) pulls it into the semiconductor. Near the interface its energy relative to \(\varphi_B\) is

\[
U(z)=-\frac{e^2}{16\pi\varepsilon_{\rm opt}z}-eFz .
\]

Setting \(dU/dz=0\) gives \(z_m=\sqrt{e/(16\pi\varepsilon_{\rm opt}F)}\), where both terms equal \(-eFz_m\). The barrier top is lowered by

\[
2eFz_m=e\sqrt{\frac{eF}{4\pi\varepsilon_{\rm opt}}}.
\]

With a rough optical permittivity \(\varepsilon_{\rm opt}=5.2\varepsilon_0\) and \(F=0.093\) MV/cm, this is 0.051 eV. With vacancies the field is weaker and the lowering is 0.048 eV. Most of the effect cancels in the current ratio, which falls from about 230 to 210.

**Tunnelling.** At the foot of the depletion barrier, \(\psi=\psi_s(1-z/W)^2\), with \(z\) now measured from the sheet, and the WKB exponent is

\[
\frac2\hbar\int_0^W\sqrt{2m\psi}\,dz
=\frac{W\sqrt{2m\psi_s}}{\hbar}
=\frac{\psi_s}{E_{00}},
\qquad
E_{00}=\frac{e\hbar}{2}\sqrt{\frac{N}{m\varepsilon_s}},
\]

where \(W=\sqrt{2\varepsilon_s\psi_s/(e^2N)}\) was used. Even the light mass, equal to the free-electron mass, gives \(E_{00}=1.1\) meV, far below \(kT\). Tunnelling through the foot of this uniform barrier is therefore negligible at this doping. Near the top the barrier is nearly triangular: an electron an energy \(\epsilon\) below the top has the WKB exponent \((\epsilon/\epsilon_c)^{3/2}\), with \(\epsilon_c=[3\hbar eF/(4\sqrt{2m})]^{2/3}\approx12\) meV, about \(kT/2\). Electrons this close to the top do tunnel. For the light mass and the image-rounded barrier they add roughly 10–15% to the over-barrier current, nearly the same with and without vacancies, so the current ratio changes by only a few percent. Tunnelling by way of defects or through locally thinner barriers is not covered by this estimate.

**Drift and diffusion.** Thermionic emission limits the current only if the field carries electrons to the interface fast enough. With a rough room-temperature mobility of 5–10 cm²/(V s), the drift velocity in the field at the interface is 0.5–0.9×10⁴ m/s. The emission velocity \(\sqrt{kT/(2\pi m)}\) is 2.7×10⁴ m/s for the free-electron mass. Drift and diffusion can therefore limit the current, which is then smaller than the thermionic value and also depends on the field at the interface, roughly in proportion to it when drift is much the slower step. The vacancies weaken that field by about 10%, so the current ratio falls by at most about that much.

**Dielectric response.** At high polarization \(P\), the field in SrTiO₃ may be written \(F=P/\varepsilon_s+\beta P^3\). With \(\beta=8\times10^9\) V m⁵C⁻³, a rough value, and \(P\approx\sigma_d\), the cubic term is 1.3% of the linear one. In the dipole gap the field is 24 MV/cm without vacancies and 28 MV/cm with them. This gap is a bond-length region, so a breakdown field of a thick insulator does not apply to it, but its linear response at such a field remains an assumption.

**Degeneracy.** At the value of \(\xi\) used, Fermi–Dirac statistics give an electron density 0.2% below the Boltzmann value. This is negligible here.

**Bias.** A reverse bias of 0.5 V lowers the barrier by 0.017 eV. The initial slope in (7) would give \(0.5(1.716/45.57)=0.019\) eV; the closed form gives less because \(C_d\) falls as the layer widens.

**Temperature.** At 358 K (85 °C), let \(\varepsilon_s\) vary as \(1/(T-35\ \text{K})\), and keep \(N\) and the MIGS parameters fixed. The barriers are then 0.892 eV without and 0.752 eV with vacancies. Their difference is almost unchanged, but the larger \(kT\) reduces the current ratio to about 96.

**Lateral graininess.** The mean spacing of the vacancies is 2.2 nm, much larger than \(\delta\), so the barrier in their own plane is uneven. In a charge-free uniform medium, a lateral ripple of period \(L\) obeys Laplace's equation and decays as \(e^{-2\pi z/L}\). The image maximum with vacancies lies about 2.9 nm from the metal, 2.6 nm from the vacancy plane. For a regular array, the longest-period ripple, \(L=2.2\) nm, is smoothed there to less than 0.1% of its amplitude at the plane. An irregular arrangement contains longer periods and is not smoothed as well, although the large \(\varepsilon_s\) and the MIGS screen it: purely random placement at this density leaves fluctuations of order 10 meV at the image maximum, below \(kT\). Clustering well beyond random placement could create low-barrier patches that carry a disproportionate current.

### (j) What does this say about a real switching contact?

**Solution.** Contacts of high-work-function metals to n-type SrTiO₃ have barriers of roughly 1 eV, with considerable dependence on surface preparation. The calculated 0.89 eV is of that size, but it does not establish the assumed MIGS density. The result also depends on the doping. Raising \(N\) to \(10^{19}\) cm⁻³ at otherwise fixed parameters multiplies \(b\) by \(\sqrt{10}\) and lowers \(\xi\) by \(kT\ln10=0.060\) eV; equation (6) then gives 0.77 eV. The depletion charge triples, and the cubic dielectric term grows to about 12% of the linear one, so constant permittivity is no longer a close approximation. Real interfaces also break the assumption of a uniform sheet. Without depletion charge, spreading the states over a tail lowered the barrier by about 0.1 eV. With depletion charge, the shift would also depend on how the permittivity changes from \(\varepsilon_i\) to \(\varepsilon_s\) across the tail, which is not modelled here. Clustering can change the current further by an amount this one-dimensional model cannot give.

By (7), the barrier shift per small added interface charge is \(-e/(C_i+C_q+C_d)\). A large shift therefore needs a small total capacitance. Lowering \(D\) reduces \(C_q\), and widening the dipole gap reduces \(C_i=\varepsilon_i/\delta\). Once \(C_q\) is small compared with \(C_i+C_d\), lowering \(D\) further gains little. These statements hold for charge placed in the MIGS plane, with the other parameters fixed. Lower \(D\) also raises the slope \(C_i/(C_i+C_q+C_d)\), which makes the barrier more sensitive to the metal's work function and to variations in it.
